\section*{Total-energy offsets between effective core potentials with the same fitted spectrum}

\section{The result}

A: The total energy of an atom computed with an effective core potential is minus the sum of all ionization energies down to the bare core. An energy-consistent fit with a free shift fixes only energy differences among the fitted states. Two potentials for one element can therefore reproduce the same fitted spectrum exactly and differ in total energy by a common offset, which lies wholly in the ionization steps that were not fitted. The variational principle does not rank such totals, because they belong to different Hamiltonians. For sodium with a helium core, two fits with four coefficients each give the same 3s and 3p ionization energies, 4.9522 and 2.9785 eV, and the same 2p-hole energy, 45.6612 eV. Their totals differ by $0.382544\,E_h = 10.4095$ eV, and the lower one misplaces by about 7.8 eV the 2s hole, which the higher one was fitted to reproduce. These are Hartree--Fock values in one finite s,p basis; their basis dependence is given with the numbers below.

Q: I have always taken the potential with the lower energy as the better one, as I do with basis sets. I need to see each of these claims derived.

\section{What the total energy is}

A: Use Hartree atomic units and no relativity. A core of $N_c$ electrons is removed, leaving the charge $Z_v = Z - N_c$, and $N$ valence electrons obey
\begin{equation}
H[\mathbf c]=\sum_{i=1}^{N}\Big[-\tfrac12\nabla_i^2-\frac{Z_v}{r_i}+\sum_{k=1}^{K}c_k V_k(i)\Big]+\sum_{i<j}\frac{1}{r_{ij}},
\qquad V_k=e^{-\beta_k r^2}P_{l_k}.
\label{eq:H}
\end{equation}
Here $P_l$ projects on angular momentum $l$ about the nucleus, the exponents $\beta_k$ are fixed, and the coefficients $c_k$ are fitted. Equation~\eqref{eq:H} contains no additive core constant, so with no valence electrons $E(0)=0$. Define the $k$-th ionization energy as $\mathrm{IP}_k=E(N-k)-E(N-k+1)$. In the sum over $k$ every intermediate energy appears once with each sign:
\begin{align}
\sum_{k=1}^{N}\mathrm{IP}_k&=[E(N-1)-E(N)]+[E(N-2)-E(N-1)]+\dots+[E(0)-E(1)]\nonumber\\
&=E(0)-E(N)=-E(N).
\label{eq:ladder}
\end{align}
This holds at any level of theory and for any choice of the intermediate states. The all-electron (AE) quantity that corresponds to $E_I$ for a state $I$ is the valence energy $W_I=E^{\rm AE}_I-E^{\rm AE}_{\rm core}$, where the second term is the energy of the core ion. The same telescoping gives $W=-\sum_k \mathrm{IP}^{\rm AE}_k$. The offset $\Delta_I=E_I[\mathbf c]-W_I$ of the neutral atom is then
\begin{equation}
\Delta=-\sum_{k=1}^{N}\big(\mathrm{IP}_k-\mathrm{IP}^{\rm AE}_k\big).
\label{eq:offset}
\end{equation}

Q: Then the total is a physical quantity after all, and it is not arbitrary.

A: For one core it is fixed by the complete ladder. It is left free when the fit stops before the bare core, and that is the case I mean.

\section{What the fit fixes}

A: For a set $S$ of states with weights $w_I>0$ and $\Omega=\sum_I w_I$, the fit with a free shift $\Delta$ minimizes
\begin{equation}
F=\sum_{I\in S}w_I(\Delta_I-\Delta)^2 .
\end{equation}
Setting $\partial F/\partial\Delta=-2\sum_I w_I(\Delta_I-\Delta)=0$ gives $\Delta=\bar\Delta=\sum_I w_I\Delta_I/\Omega$. Insert this, expand the square and use $\sum_I w_I\Delta_I=\Omega\bar\Delta$:
\begin{equation}
F_{\min}=\sum_I w_I\Delta_I^2-2\Omega\bar\Delta^2+\Omega\bar\Delta^2=\sum_I w_I\Delta_I^2-\Omega\bar\Delta^2 .
\end{equation}
Expanding the double sum over pairs gives
\begin{equation}
\sum_{I,J}w_Iw_J(\Delta_I-\Delta_J)^2=2\Omega\sum_I w_I\Delta_I^2-2\Omega^2\bar\Delta^2=2\Omega F_{\min}.
\end{equation}
So $F_{\min}$ depends only on $\Delta_I-\Delta_J=(E_I-E_J)-(E^{\rm AE}_I-E^{\rm AE}_J)$, from which the core energy has cancelled. A perfect fit means that all $\Delta_I$ in $S$ are equal. Their common value is not determined. If two perfect fits both have the first $m$ ionization steps in $S$, subtracting Eq.~\eqref{eq:ladder} for the two leaves
\begin{equation}
E'-E=-\sum_{k=m+1}^{N}\big(\mathrm{IP}'_k-\mathrm{IP}_k\big).
\label{eq:deep}
\end{equation}

Q: I picture this offset as a constant added to the potential, a change of the zero of energy.

A: That picture fails. Adding $a$ to the one-electron potential adds $Na$ to $H$, so
\begin{equation}
\mathrm{IP}_k\to \mathrm{IP}_k+(N-k)a-(N-k+1)a=\mathrm{IP}_k-a .
\end{equation}
Every ionization energy moves, so the spectrum is not kept, and the potential no longer vanishes at infinity. With $a=0.05\,E_h=1.3606$ eV the first ionization energy of sodium drops from 4.9522 to 3.5917 eV. A number added once to $H$, independent of $N$, would be a harmless change of zero, but Eq.~\eqref{eq:H} has none. The offset must come from a change in the shape of the potential.

\section{Why a family of equal spectra exists}

Q: Show me that a change of shape can move the total and leave the differences alone.

A: Take spin-unrestricted Hartree--Fock energies in a fixed basis. Let $\kappa$ denote the rotations that mix occupied with empty orbitals while keeping them orthonormal, and let $D_I$ be the one-electron density matrix of state $I$, summed over spin. The coefficients enter the energy functional $\mathcal E(\mathbf c,\kappa)$ only through $\sum_k c_k\,\mathrm{Tr}(DV_k)$. The basis does not depend on $\mathbf c$, and the self-consistent solution has $\partial\mathcal E/\partial\kappa=0$. The chain rule then gives the Hellmann--Feynman result
\begin{equation}
\frac{dE_I}{dc_k}=\frac{\partial\mathcal E}{\partial c_k}+\frac{\partial\mathcal E}{\partial\kappa}\cdot\frac{d\kappa}{dc_k}=\mathrm{Tr}(D_IV_k)\equiv v_{Ik}.
\label{eq:HF}
\end{equation}
The matrix of $V_k$ is elementary. For basis functions $r^le^{-ar^2}Y_{lm}$ the radial integral follows from the substitution $t=sr^2$, $dr=dt/(2\sqrt{st})$:
\begin{equation}
\mathcal I(s)=\int_0^\infty r^{2l+2}e^{-sr^2}dr=\frac{1}{2s^{l+3/2}}\int_0^\infty t^{l+1/2}e^{-t}dt=\frac{\Gamma(l+\tfrac32)}{2s^{l+3/2}} .
\end{equation}
The projector acts as unity on functions of its own $l$ and as zero on the others. Dividing by the norms $\sqrt{\mathcal I(2a)}$ and $\sqrt{\mathcal I(2b)}$ cancels the gamma function:
\begin{equation}
\langle a|V|b\rangle=\frac{\mathcal I(a+b+\beta)}{\sqrt{\mathcal I(2a)\,\mathcal I(2b)}}=\left[\frac{2\sqrt{ab}}{a+b+\beta}\right]^{l+3/2}.
\label{eq:elem}
\end{equation}

Now label the $M$ states of $S$ as $I=0,\dots,M-1$. Let $K\ge M$ and freeze all but $M$ coefficients. Impose the $M$ conditions
\begin{align}
r_I&=(E_I-E_0)-(W_I-W_0)=0,\qquad I=1,\dots,M-1,\nonumber\\
r_M&=E_0-W_0-\Delta=0 .
\label{eq:cond}
\end{align}
By Eq.~\eqref{eq:HF} the Jacobian $J=\partial\mathbf r/\partial\mathbf c$ has the rows $\mathbf v_I-\mathbf v_0$ and $\mathbf v_0$. Adding the last row to each of the others leaves the determinant unchanged and turns the rows into $\mathbf v_1,\dots,\mathbf v_{M-1},\mathbf v_0$. Hence $J$ is invertible exactly when the $M$ vectors $\mathbf v_I$ are linearly independent. The implicit function theorem then gives a smooth solution $\mathbf c(\Delta)$ near any perfect fit. Differentiating Eq.~\eqref{eq:cond} with respect to $\Delta$ shows that its tangent $\mathbf n=d\mathbf c/d\Delta$ obeys
\begin{equation}
(\mathbf v_I-\mathbf v_0)\cdot\mathbf n=0,\qquad \mathbf v_0\cdot\mathbf n=1 .
\label{eq:null}
\end{equation}
The fitted differences respond to differences of densities, and the total responds to the whole density. A change of potential that averages to zero over the first need not do so over the second. Newton's method, $\delta\mathbf c=-J^{-1}\mathbf r$, finds the members of the family.

For a finite change $\delta\mathbf c=\mathbf c'-\mathbf c$, follow the line $\mathbf c+\lambda\,\delta\mathbf c$, on which $dE_I/d\lambda=\delta\mathbf c\cdot\mathbf v_I(\lambda)$, and integrate:
\begin{equation}
E_I[\mathbf c']-E_I[\mathbf c]=\int_0^1\delta\mathbf c\cdot\mathbf v_I(\lambda)\,d\lambda .
\label{eq:lambda}
\end{equation}
It is enough that the state changes continuously along the line. A switch between two branches at a point where their energies cross leaves the formula valid, but a jump in the energy does not. The intermediate potentials need not reproduce the spectrum.

\section{What variation does say}

Q: Still, an energy is an upper bound. A lower value must be closer to something.

A: It is closer to the lowest energy of its own Hamiltonian. Let $\Phi$ and $\Phi'$ minimize the energies of $H$ and $H'$ over the same set of normalized trial functions, for example determinants of one symmetry. Since $H'=H+\sum_i\delta\mathbf c\cdot\mathbf V(i)$, using $\Phi$ as a trial function for $H'$, and then $\Phi'$ for $H$, gives
\begin{align}
E'&\le\langle\Phi|H'|\Phi\rangle=E+\delta\mathbf c\cdot\mathbf v[\mathbf c],\\
E&\le\langle\Phi'|H|\Phi'\rangle=E'-\delta\mathbf c\cdot\mathbf v[\mathbf c'] .
\end{align}
Together these read
\begin{equation}
\delta\mathbf c\cdot\mathbf v[\mathbf c']\le E'-E\le\delta\mathbf c\cdot\mathbf v[\mathbf c].
\label{eq:bounds}
\end{equation}
The bounds measure the change of operator. The all-electron atom does not appear in them, so they say nothing of accuracy and do not make $W$ a floor.

A limiting case shows where your rule leads. Each $V_k$ is a non-negative operator, so $v_k>0$ when channel $l_k$ is occupied. Change one coefficient by $\delta c_k<0$. The upper bound gives $E'\le E-|\delta c_k|v_k$, which falls without limit as $\delta c_k\to-\infty$. Every weakening of the core repulsion lowers the energy. Removing it altogether lets the lowest s orbital become a 1s orbital of charge $Z_v$, with one-electron energy $-Z_v^2/2$, in the region the core should exclude. Ranking by total energy would reward each such weakening, even when the potential no longer keeps electrons out of the core region.

\section{Sodium}

Q: Let me see the numbers.

A: The chosen basis has 19 s exponents from 0.003 and 13 p exponents from 0.004 bohr$^{-2}$, each with ratio 2.5, and serves for both AE and potential calculations. The reference is Hartree--Fock in this basis. For the atom,
\begin{equation}
W_{3s}=-161.857429-(-114.235208)=-47.622221\,E_h=-1295.8667\ \text{eV},
\end{equation}
and for Na$^+$ $W_+=-47.440230\,E_h$. Their difference, $0.181991\,E_h$, times 27.211386 eV gives the ionization energy 4.9522 eV. The measured value is roughly 5.1 eV; the reference omits correlation, which does not affect the argument.

The potential has a helium core, $Z_v=9$, and chosen exponents 20 and 3 bohr$^{-2}$ in both s and p, with ranges $\beta^{-1/2}$ of 0.1183 and 0.3055 \AA. The set $S$ holds Na 3s, Na 3p, Na$^+$ and Na$^{2+}$ with a 2p hole, so $M=K=4$. Fit A uses the fourth condition to match the 2s-hole energy. Fit B imposes $\Delta=0$ and fit C imposes $\Delta=-0.3\,E_h$. The coefficients $(c_{s20},c_{s3},c_{p20},c_{p3})$ in $E_h$ are
\begin{align}
\mathbf c^{A}&=(101.90957,\,-0.18662,\,-3.17847,\,0.06620),\nonumber\\
\mathbf c^{B}&=(111.30048,\,-1.11959,\,-3.28878,\,0.10115),\nonumber\\
\mathbf c^{C}&=(158.86882,\,-4.61173,\,-3.61406,\,0.20985).
\end{align}
From A to C the s channel acquires both a harder inner wall ($c_{s20}$ rises) and a deeper well at the longer range ($c_{s3}$ becomes more negative). All three fits give 4.9522, 2.9785 and 45.6612 eV for the fitted differences. The rest is not equal:
\begin{center}
\begin{tabular}{lccc}
 & $E(\mathrm{Na})/E_h$ & $\Delta$/eV & 2s hole/eV\\
AE valence & $-47.622221$ & 0 & 80.6960\\
fit A & $-47.539678$ & 2.2461 & 80.6960\\
fit B & $-47.622221$ & 0.0000 & 82.4360\\
fit C & $-47.922221$ & $-8.1634$ & 88.4962
\end{tabular}
\end{center}
The offset of fit C is common to $S$: $-47.922221+47.622221=-0.3$ for Na 3s and $-46.062210+45.762210=-0.3$ for the 2p hole, in $E_h$. It is not shared outside $S$. For the 2s hole it is $-44.488054+44.474706=-0.013348\,E_h$. The mismatch of $0.286652\,E_h$ is the error $88.4962-80.6960=7.8002$ eV. Fit C is the lowest and lies below $W$, so $W$ is no lower bound. Fit B has the exact total and still errs by 1.7400 eV, so a correct total does not certify a potential either. Fit A is exact for the 2s hole by construction, and the fair reading is only that going below fit A within this family, to B and then to C, makes this property worse. Above fit A the error has the opposite sign and shrinks as the total goes down, from $-4.74$ eV at $\Delta=0.30\,E_h$ to $-0.37$ eV at $\Delta=0.10\,E_h$, so the total ranks this property in neither direction.

The digits belong to this basis and are not basis-set limits. With 28 s and 18 p exponents of ratio 2.0 and the fits redone, $W_{3s}$ drops by $0.0005\,E_h$, the 2p and 2s holes become 45.6606 and 80.6946 eV, the offset of fit A 2.2467 eV, the 2s-hole errors of B and C 1.739 and 7.789 eV, and the gap between A and C 10.4101 eV; the ladder steps and outer levels quoted below move by up to 0.02 and 0.0012 eV. The basis has no d functions. Adding them lowers the energy of the non-spherical 2p-hole ion by about 0.10 eV, and the coefficients given here then reproduce that energy only to a few meV. The conclusions are unchanged.

Q: Can I see Eq.~\eqref{eq:null} at work?

A: Approximately, in the short step from A to B, $\delta\mathbf c=(9.39091,-0.93297,-0.11031,0.03495)$. With $\mathbf v_+=(0.04252,0.53190,0.21414,1.74894)$ for Na$^+$ in fit A,
\begin{equation}
\delta\mathbf c\cdot\mathbf v_+=0.3993-0.4962-0.0236+0.0611=-0.0594\,E_h .
\end{equation}
Subtracting $\mathbf v_+$ from $\mathbf v_{2p^5}=(0.04578,0.55827,0.20166,1.59544)$ gives the row $(0.00326,0.02637,-0.01248,-0.15350)$, and
\begin{equation}
\delta\mathbf c\cdot(\mathbf v_{2p^5}-\mathbf v_+)=0.0306-0.0246+0.0014-0.0054=0.0020\,E_h .
\end{equation}
The terms cancel partly in both sums, but the difference row leaves $0.0020\,E_h$, about thirty times less than the $0.0594\,E_h$ left in the total. It is not zero because the step is a finite chord and Eq.~\eqref{eq:null} holds for the tangent. The true change, $-47.440230+47.357686=-0.082544\,E_h$, lies below $-0.0594$, as Eq.~\eqref{eq:bounds} demands.

The long step holds a warning. From A to C, $\delta\mathbf c=(56.95925,-4.42511,-0.43559,0.14365)$, and $\mathbf v_{3s}=(0.04307,0.53706,0.21356,1.74489)$ gives
\begin{equation}
\delta\mathbf c\cdot\mathbf v_{3s}=2.4532-2.3766-0.0930+0.2507=0.2343\,E_h,
\end{equation}
or 0.234593 with unrounded $\mathbf v$. The bounds read $-0.739971\le-0.382544\le0.234593$. First-order perturbation theory from fit A has the wrong sign. As the orbitals relax, $\delta\mathbf c\cdot\mathbf v_{3s}$ falls from $0.234593$ at A to $-0.739971\,E_h$ at C. By Eq.~\eqref{eq:null}, $\mathbf v_I\cdot\mathbf n=1$ for every state in $S$, so a step along the tangent toward lower $\Delta$ would give a negative first-order term. The positive value shows that the family $\mathbf c(\Delta)$ is curved and its chord is not its tangent. The integral~\eqref{eq:lambda} includes the relaxation and gives $-0.382544\,E_h$.

Q: And where does that energy sit?

A: In the steps $\mathrm{IP}_3$ to $\mathrm{IP}_9$, by Eq.~\eqref{eq:deep} with $m=2$. The ladder removes the remaining 2p electrons and then the two 2s electrons, through single determinants of real orbitals. The differences of fit C from fit A add to
\begin{equation}
0.213+0.494+0.891+1.354+1.891+4.095+1.472=10.410\ \text{eV},
\end{equation}
which is $-(E_C-E_A)=10.4095$ eV within rounding. Against the AE ladder fit A is closer in steps three to eight; for $\mathrm{IP}_8$ the values are 260.014 (AE), 258.642 (A) and 262.737 eV (C). The last step goes the other way: 299.234 (AE), 297.752 (A) and 299.224 eV (C), so there fit C is the better one. A total adds errors of both signs and cannot show which step is right. In fit A steps three to seven err by $+0.607$ eV together and the last two by $-2.853$ eV, and minus their sum, 2.246 eV, is the offset 2.2461 eV.

The outer levels hardly notice. The frozen-core 4s level in this basis is $-1.9072$ (AE), $-1.9073$ (A) and $-1.9061$ eV (C), and 4p is $-1.3681$ eV throughout. Even for the inner 2s orbital of Na$^+$ the root-mean-square radius changes little: 0.4526 (AE), 0.4530 (A) and 0.4554 \AA{} (C).

\section{Different cores, and where the claim fails}

Q: What if the cores differ?

A: Then the ladders have different lengths. A neon-core potential, $Z_v=1$, with chosen exponents 1.4 and 0.66 bohr$^{-2}$ and fitted $c_s=11.36467$, $c_p=2.22071\,E_h$, has levels $-0.181991$ and $-0.109457\,E_h$, the same 3s and 3p spectrum. Its total is $-\mathrm{IP}_1$, while $E_A(\mathrm{Na})=E_A(\mathrm{Na}^+)-\mathrm{IP}_1$. The difference is $E_A(\mathrm{Na}^+)=-47.357686\,E_h=-1288.668$ eV, the binding of the eight 2s and 2p electrons. It counts electrons and does not measure quality.

Q: Are there cases in which my habit is harmless?

A: Totals of two perfect fits agree if the core is the same and $S$ contains the bare core, because $\Delta_{\rm core}=E(0)-W_{\rm core}=0$ then forces the common offset to zero. The one-electron potential is the simplest instance, since Na$^+$ is its bare core. The target is then $W$ itself, and an energy below it is as wrong as one above. With $K<M$, or with dependent $\mathbf v_I$, the proof of a family fails and the offset may be pinned, but its value is set by the chosen functional form. An imperfect fit has no single offset, only the mean $\bar\Delta$. A fit that is perfect at the Hartree--Fock level need not keep its offset or its spectrum in a correlated calculation.

Lower is better when the potential is held fixed and the method is variational: a larger basis, a longer configuration expansion, a better trial function in variational Monte Carlo. In diffusion Monte Carlo the nonlocal part needs care: it is a known result, not derived here, that the locality approximation does not give an upper bound, whereas T-moves do. Across potentials, compare differences taken within each one against a common reference. Mixing is the costly error: Na from fit C with Na$^+$ from fit A gives $-47.357686+47.922221=0.564535\,E_h$ for an ionization energy of $0.181991\,E_h$. A binding energy built from a molecule and atoms with different potentials is exposed to the same error, because the offsets of the two potentials then do not cancel.

\section{What the numerical check tests}

Q: How much of this has been checked independently?

A: The numerical check below solves the unrestricted Hartree--Fock equations in symmetry blocks and performs the fits. It tests Eq.~\eqref{eq:elem} against radial quadrature, Eq.~\eqref{eq:HF} against central differences, the weighted mean $\bar\Delta$ against numerical minimization, and the constant-shift law by recomputing both charge states. It compares Eq.~\eqref{eq:lambda}, by six-point Gauss--Legendre quadrature, with the direct energy difference, and verifies both inequalities~\eqref{eq:bounds}. It checks $\mathrm{IP}_9$ of fit A against diagonalization of the one-electron Hamiltonian and confirms that the offset is common to $S$ within $10^{-7}\,E_h$. Finally PySCF, with its own potential integrals and self-consistent field, gives $-47.539678$ and $-47.357686\,E_h$ for Na and Na$^+$ in fit A, and $-47.922221$ and $-47.740230\,E_h$ in fit C.

\section*{Table of computed values}
\begin{verbatim}
1 Eh = 27.211386 eV, 1 bohr = 0.529177 angstrom
basis: 19 s from 0.003, 13 p from 0.004 bohr^-2, ratio 2.5
ranges beta^-1/2 (20, 3 bohr^-2): 0.1183 0.3055 angstrom
AE +    E = -161.675438 Eh, W = -47.440230 Eh
AE 3s   E = -161.857429 Eh, W = -47.622221 Eh
AE 3p   E = -161.784894 Eh, W = -47.549686 Eh
AE 2p5  E = -159.997419 Eh, W = -45.762210 Eh
AE 2s1  E = -158.709914 Eh, W = -44.474706 Eh
AE core Na9+ E = -114.235208 Eh; W(3s) = -1295.8667 eV
fit A c(s20,s3,p20,p3) = 101.90957 -0.18662 -3.17847 0.06620 Eh
fit A E(3s,3p,+) = -47.539678 -47.467143 -47.357686 Eh
fit A E(2p5,2s1) = -45.679667 -44.392162 Eh
fit A E(Na) = -1293.6205 eV, offset = 0.082544 Eh = 2.2461 eV
fit B c(s20,s3,p20,p3) = 111.30048 -1.11959 -3.28878 0.10115 Eh
fit B E(3s,3p,+) = -47.622221 -47.549686 -47.440230 Eh
fit B E(2p5,2s1) = -45.762210 -44.410763 Eh
fit B E(Na) = -1295.8667 eV, offset = -0.000000 Eh = -0.0000 eV
fit C c(s20,s3,p20,p3) = 158.86882 -4.61173 -3.61406 0.20985 Eh
fit C E(3s,3p,+) = -47.922221 -47.849686 -47.740230 Eh
fit C E(2p5,2s1) = -46.062210 -44.488054 Eh
fit C E(Na) = -1304.0301 eV, offset = -0.300000 Eh = -8.1634 eV
AE IP3s 4.9522 IP3p 2.9785 2p-hole 45.6612 2s-hole 80.6960 eV
AE 4s -1.9072 eV, 4p -1.3681 eV, rms r(2s) 0.8552 bohr = 0.4526 angstrom
A  IP3s 4.9522 IP3p 2.9785 2p-hole 45.6612 2s-hole 80.6960 eV
A  4s -1.9073 eV, 4p -1.3681 eV, rms r(2s) 0.8560 bohr = 0.4530 angstrom
B  IP3s 4.9522 IP3p 2.9785 2p-hole 45.6612 2s-hole 82.4360 eV
B  4s -1.9071 eV, 4p -1.3681 eV, rms r(2s) 0.8569 bohr = 0.4534 angstrom
C  IP3s 4.9522 IP3p 2.9785 2p-hole 45.6612 2s-hole 88.4962 eV
C  4s -1.9061 eV, 4p -1.3681 eV, rms r(2s) 0.8606 bohr = 0.4554 angstrom
2s-hole error A, B, C: 0.0000 1.7400 7.8002 eV
fit A v_k(Na 3s) = 0.04307 0.53706 0.21356 1.74489 (dimensionless)
fit A v_k(Na 3p) = 0.04250 0.53170 0.21431 1.75022 (dimensionless)
fit A v_k(Na+) = 0.04252 0.53190 0.21414 1.74894 (dimensionless)
fit A v_k(2p5) = 0.04578 0.55827 0.20166 1.59544 (dimensionless)
E_C - E_A = -0.382544 Eh = -10.4095 eV; lambda integral -0.382544 Eh
bounds: dc.v_C = -0.739971 Eh, dc.v_A = 0.234593 Eh
IP1 AE 4.952 A 4.952 C 4.952 C-A -0.000 eV
IP2 AE 45.661 A 45.661 C 45.661 C-A 0.000 eV
IP3 AE 69.969 A 69.974 C 70.188 C-A 0.213 eV
IP4 AE 97.062 A 97.079 C 97.573 C-A 0.494 eV
IP5 AE 138.441 A 138.593 C 139.484 C-A 0.891 eV
IP6 AE 172.139 A 172.335 C 173.689 C-A 1.354 eV
IP7 AE 208.396 A 208.631 C 210.522 C-A 1.891 eV
IP8 AE 260.014 A 258.642 C 262.737 C-A 4.095 eV
IP9 AE 299.234 A 297.752 C 299.224 C-A 1.472 eV
sum IP3..9 (C - A) = 0.382544 Eh = 10.4095 eV
constant a = 0.05 Eh = 1.3606 eV: IP1 of fit A becomes 3.5917 eV
PySCF A: E(Na) -47.539678 E(Na+) -47.357686 Eh
PySCF C: E(Na) -47.922221 E(Na+) -47.740230 Eh
large core: beta 1.4, 0.66 bohr^-2, c_s 11.36467 c_p 2.22071 Eh
large core E(3s) -0.181991 Eh = -4.9522 eV, E(3p) -0.109457 Eh
E_A - E_large = -47.357686 Eh = -1288.668 eV
\end{verbatim}
